# Eigenphase Sum and Avoided Crossings at an Isolated Multichannel Resonance, part 1

(Sections cited here and not found follow in the second part.)

## From the discrete state to the eigenphase sum

An electron that strikes a target with several accessible internal states can leave in any of them. Suppose that the compound system also has a state which would be bound if it were cut off from these exits. At a collision energy near that state the electron can be captured for a while and released again into any open channel. With one open channel and a narrow, isolated resonance the signature is simple: the phase shift rises by nearly $\pi$ over a window of many widths. With several open channels there are several phases, and none of them need show this behaviour. What has to be found is the quantity from which the position and the total width can be read, and what the separate phases do meanwhile.

Consider $N$ open channels with reduced radial functions $u_j(r)$ that vanish at $r=0$, thresholds $t_j$, and a particle of mass $m$. Write $\beta=\hbar^2/2m$. The channels interact through a real symmetric potential matrix $U_{jk}(r)$ that includes the thresholds and equals $t_j\delta_{jk}$ for $r>a$. A normalized discrete state $|\phi\rangle$ of energy $\varepsilon$ is coupled to channel $j$ by a real function $g_j(r)=\langle\phi|V|r,j\rangle$ that vanishes for $r>a$. If $c$ is the amplitude of $|\phi\rangle$, the Schrödinger equation at energy $E$ reads

$$-\beta u_j''+\sum_kU_{jk}u_k+g_jc=Eu_j,\qquad (E-\varepsilon)c=\sum_j\int_0^a g_ju_j\,dr .\tag{1}$$

The waves are taken as s waves, so that outside $a$ they are plain exponentials. The channel Hamiltonian without the discrete state is called $H_P$. The reality of $U$ and $g$ expresses time-reversal symmetry.

With $k_j=\sqrt{(E-t_j)/\beta}$, the scattering matrix $S$ is defined by the solutions with an incoming wave in channel $k$ alone:

$$u_{jk}=k_j^{-1/2}\left(\delta_{jk}e^{-ik_jr}-S_{jk}e^{ik_jr}\right),\qquad r>a. \tag{2}$$

One identity does most of the work below. Let two functions have the outer form $u_j=k_j^{-1/2}(\alpha_je^{-ik_jr}+\beta_je^{ik_jr})$, and the same with $\alpha_j',\beta_j'$ for $v_j$; here the indexed $\beta_j$ are amplitudes and the plain $\beta$ remains $\hbar^2/2m$. The Wronskian of $e^{-ikr}$ with $e^{ikr}$ is $2ik$, so

$$W(u,v)\equiv\sum_j(u_jv_j'-u_j'v_j)=2i\sum_j(\alpha_j\beta_j'-\beta_j\alpha_j'). \tag{3}$$

Take two solutions of (1) at the same energy, with discrete amplitudes $c$ and $d$. Multiply the equation for $v_j$ by $u_j$, subtract the equation for $u_j$ multiplied by $v_j$, sum over $j$ and integrate from $0$ to a point outside $a$. The symmetric potential cancels, and what remains is

$$-\beta W(u,v)+d\sum_j\int g_ju_j\,dr-c\sum_j\int g_jv_j\,dr=0 .$$

By the second equation in (1) the two integral terms are $d(E-\varepsilon)c$ and $c(E-\varepsilon)d$. They cancel, so $W(u,v)=0$.

For columns $k$ and $l$ of (2), the amplitudes are $\alpha_j=\delta_{jk}$, $\beta_j=-S_{jk}$, $\alpha_j'=\delta_{jl}$ and $\beta_j'=-S_{jl}$. Equation (3) then gives $-S_{kl}+S_{lk}=0$, so $S$ is symmetric. Since (1) is real, the complex conjugate of column $k$ is also a solution, with $\alpha_j=-S_{jk}^*$ and $\beta_j=\delta_{jk}$. Combined with column $l$ it gives $\sum_jS_{jk}^*S_{jl}-\delta_{kl}=0$, so $S$ is unitary.

A symmetric unitary matrix satisfies $SS^*=1$. Writing $S=X+iY$ with real symmetric $X,Y$, the imaginary part of this relation is $YX-XY=0$. The two matrices therefore share a real orthogonal set of eigenvectors, the eigenchannels. The eigenvalues have modulus one and are written $e^{2i\delta_i}$. Each eigenphase $\delta_i$ is thereby defined modulo $\pi$. Their sum is

$$\delta_{\rm sum}=\sum_i\delta_i=\frac{1}{2i}\ln\det S,$$

with the branch followed continuously in energy.

Now remove the discrete state. The same argument with $c=0$ applies to the background matrix $S^0$ and its solutions $v_{jk}=k_j^{-1/2}(\delta_{jk}e^{-ik_jr}-S^0_{jk}e^{ik_jr})$. It is convenient to use

$$\psi_{jk}^+=\mathcal N v_{jk},\qquad \mathcal N=\frac{i}{2\sqrt{\pi\beta}} . \tag{4}$$

This factor normalizes the waves in energy. In the overlap of $\psi_k^+(E)$ with $\psi_l^+(E')$, the singular part comes from large $r$, where $\int_0^\infty e^{\pm i(k_j-k_j')r}dr$ contains $\pi\delta(k_j-k_j')$. Since $dE/dk_j=2\beta k_j$, this is $2\pi\beta k_j\,\delta(E-E')$. The singular part is therefore

$$\frac{1}{4\pi\beta}\sum_j\frac{1}{k_j}\,2\pi\beta k_j\left(\delta_{jk}\delta_{jl}+S^{0*}_{jk}S^0_{jl}\right)\delta(E-E')=\delta_{kl}\,\delta(E-E').$$

No regular part remains, because solutions of a Hermitian problem at different energies are orthogonal. The coupling of the discrete state to each background wave is then

$$w_k=\langle\phi|V|\psi_k^+\rangle=\mathcal N\sum_j\int_0^ag_jv_{jk}\,dr, \tag{5}$$

and $|w_k|^2$ has the dimension of an energy.

To restore the discrete state, let $\chi$ be the purely outgoing response to it:

$$(E-H_P)\chi=g,\qquad \chi_j=b_jk_j^{-1/2}e^{ik_jr}\quad(r>a),\qquad F(E)=\sum_j\int_0^ag_j\chi_j\,dr . \tag{6}$$

In operator form, $F=\langle\phi|V(E+i0-H_P)^{-1}V|\phi\rangle$. It is assumed that $H_P$ has no bound state at the energies considered, so that the response is unique. The first equation in (1) is $(E-H_P)u=gc$, hence the solution with incoming wave $k$ is $u_k=v_k+c_k\chi$. Comparing the outgoing amplitudes with (2) gives

$$S_{ik}=S^0_{ik}-b_ic_k .$$

The second equation in (1) becomes $(E-\varepsilon)c_k=w_k/\mathcal N+Fc_k$, so

$$c_k=\frac{w_k}{\mathcal N(E-\varepsilon-F)} .$$

The amplitude $b_i$ follows from the Wronskian. Write (6) as $\beta\chi_j''+E\chi_j-\sum_lU_{jl}\chi_l=g_j$, multiply by $v_{ji}$, and subtract $\chi_j$ times the homogeneous equation for $v_{ji}$. Summation and integration give $\beta W(v_i,\chi)=\sum_j\int g_jv_{ji}\,dr=w_i/\mathcal N$. By (3) the Wronskian is $2ib_i$, because $\chi$ has no incoming part. Thus $b_i=w_i/(2i\beta\mathcal N)$. Since $\mathcal N^2=-1/(4\pi\beta)$, the product $2i\beta\mathcal N^2$ equals $-i/2\pi$, whose inverse is $2\pi i$. The result is

$$S=S^0-\frac{2\pi i\,w\,w^T}{E-\varepsilon-F}. \tag{7}$$

The superscript is a transpose without complex conjugation, as the symmetry of $S$ requires.

The imaginary part of $F$ is fixed by the same method. Multiply the equation for $\chi$ by $\chi^*$ and subtract $\chi$ times the conjugate equation. With real $g$,

$$\beta W(\chi^*,\chi)=\sum_j\int g_j(\chi_j^*-\chi_j)\,dr=F^*-F=-2i\,\mathrm{Im}F .$$

The left side is $2i\beta\sum_i|b_i|^2$, because $\chi^*$ is purely incoming. Moreover $|b_i|^2=|w_i|^2/(4\beta^2|\mathcal N|^2)=\pi|w_i|^2/\beta$. Therefore, with $F=\Delta-i\Gamma/2$,

$$\Gamma(E)=-2\,\mathrm{Im}F=2\pi\sum_k|w_k|^2 . \tag{8}$$

The real part $\Delta$ shifts the discrete level and $\Gamma$ broadens it.

Time reversal ties the phases of $w$ to the background. The function $v_k^*$ has incoming amplitudes $-S^{0*}_{jk}$ and outgoing amplitudes $\delta_{jk}$. The combination $-\sum_lv_lS^{0*}_{lk}$ has the same incoming amplitudes, and its outgoing ones are $\sum_lS^0_{jl}S^{0*}_{lk}=\delta_{jk}$. The two functions then agree outside $a$. A difference confined to $r<a$ would be a bound state of $H_P$ at this energy, which has been excluded. So they agree everywhere. Since $\mathcal N^*=-\mathcal N$, equation (5) gives $w_k^*=\sum_lw_lS^{0*}_{lk}$. By the symmetry of $S^0$ this is

$$w^*=S^{0*}w,\qquad\text{or}\qquad w=S^0w^* . \tag{9}$$

Now factor $S^0$ out of (7). From (9), $(S^0)^{-1}w=w^*$, and hence

$$\det S=\det S^0\,\det\!\left(1-\frac{2\pi i\,w^*w^T}{D}\right),\qquad D=E-\varepsilon-\Delta+\frac{i\Gamma}{2}.$$

For column vectors $x,y$, the matrix $1+xy^T$ leaves unchanged every vector annihilated by $y^T$. These vectors fill $N-1$ dimensions, and the trace $N+y^Tx$ fixes the remaining eigenvalue as $1+y^Tx$. So the determinant is $1+y^Tx$. Here $w^Tw^*=\Gamma/2\pi$, and

$$\frac{\det S}{\det S^0}=1-\frac{i\Gamma}{D}=\frac{D-i\Gamma}{D}=\frac{D^*}{D}. \tag{10}$$

Define the detuning $\eta(E)=E-\varepsilon-\Delta(E)$, and suppose $\Gamma>0$. The argument $\vartheta$ of $D=\eta+i\Gamma/2$ falls from $\pi$ toward $0$ as $\eta$ passes from large negative to large positive values. The ratio in (10) is $e^{-2i\vartheta}$. Choosing $\delta_r=\pi-\vartheta$ makes the added phase vanish far below the resonance, and $\cot\vartheta=2\eta/\Gamma$ then gives

$$\delta_{\rm sum}=\delta^0_{\rm sum}+\delta_r,\qquad \cot\delta_r=-\frac{2\eta}{\Gamma},\qquad \delta_r=\frac{\pi}{2}+\arctan\frac{2\eta(E)}{\Gamma(E)} . \tag{11}$$

No approximation beyond the model has entered (11). The energy dependence of the shift, the width and the background is still complete. The couplings enter the added phase only through the shift $\Delta$ and the total width $\Gamma$; how $\Gamma$ is divided among the channels no longer matters. This is why the sum, and not a chosen eigenphase, is the quantity to fit.

The Breit-Wigner form follows if the resonance is isolated. This means that there is one discrete state in the range, that no threshold lies in it, and that $S^0$, $\Gamma$ and $d\Delta/dE$ change little over many widths. Define the resonance energy by $\eta(E_r)=0$. Linearizing there gives $\eta\simeq[1-\Delta'(E_r)](E-E_r)$, and consequently

$$\delta_r\simeq\frac{\pi}{2}+\arctan\frac{2(E-E_r)}{\Gamma_r},\qquad E_r=\varepsilon+\Delta(E_r),\qquad \Gamma_r=\frac{\Gamma(E_r)}{1-\Delta'(E_r)} . \tag{12}$$

This is Hazi's formula for the eigenphase sum. In a window from $E_r-n\Gamma_r$ to $E_r+n\Gamma_r$ the resonant part rises by

$$2\arctan(2n)=\pi-2\arctan\frac{1}{2n}, \tag{13}$$

which is about $\pi-1/n$ for large $n$. The value $\pi$ is thus the limit of a window wide compared with $\Gamma_r$. The observed sum also contains the change of the background, which grows with the window. A fit therefore needs a smooth background term in addition to (12).

The leading error of (12) can be estimated by keeping one more order. Let $y=2(E-E_r)/\Gamma_r$, so that $E-E_r=\Gamma_ry/2$, and let primes denote derivatives at $E_r$. Then

$$\frac{2\eta}{\Gamma(E)}\simeq y-\frac{\Gamma_r}{2}K y^2,\qquad K=\frac{\Gamma'}{\Gamma}+\frac{\Delta''}{2(1-\Delta')} .$$

The first term of $K$ comes from dividing by $\Gamma(E)\simeq\Gamma(1+\Gamma_ry\,\Gamma'/2\Gamma)$. The second comes from $-\Delta''(E-E_r)^2/2$ in $\eta$, which contributes $-\Delta''\Gamma_r^2y^2/4\Gamma$, with $\Gamma_r/\Gamma=1/(1-\Delta')$. As the derivative of $\arctan y$ is $1/(1+y^2)$,

$$\delta_r-\left(\frac{\pi}{2}+\arctan y\right)\simeq-\frac{\Gamma_rK}{2}\,\frac{y^2}{1+y^2}. \tag{14}$$

At fixed $y$ the error vanishes in proportion to the width, to leading order in the coupling. It is even in $y$, so it adds a nearly equal offset to both wings and cancels from the total rise at this order.

The same constant displaces the pole of $S$. The pole lies at the complex energy $z$ where $z-\varepsilon-F(z)=0$, with $F$ continued to $\mathrm{Re}\,k_j>0$, $\mathrm{Im}\,k_j<0$. Put $\zeta=z-E_r$ and expand, using $E_r-\varepsilon-F(E_r)=i\Gamma/2$:

$$(1-\Delta')\zeta\simeq-\frac{i\Gamma}{2}-\frac{i\Gamma'}{2}\zeta+\frac{\Delta''}{2}\zeta^2 .$$

The term $-i\Gamma''\zeta^2/4$ has been left out, because with $\zeta\simeq-i\Gamma_r/2$ it is purely imaginary and changes only the imaginary part of the pole, at third order in the width. The first term on the right gives $\zeta=-i\Gamma_r/2$. Inserting this into the other two gives $-\Gamma'\Gamma_r/4-\Delta''\Gamma_r^2/8$. After division by $1-\Delta'$ and use of $\Gamma/(1-\Delta')=\Gamma_r$,

$$z\simeq E_r-\frac{\Gamma_r^2K}{4}-\frac{i\Gamma_r}{2}. \tag{15}$$

The real part of the pole and the zero of $\eta$ thus differ at second order in the width. An implementation should state which of the two it reports.

As an example, take an electron in two coupled square-well channels. The radius is $0.5$ nm, the thresholds are $0$ and $1$ eV, the inner potentials are $-5$ and $-1$ eV, and the potential coupling between them is $0.2$ eV. The discrete state lies at $3$ eV and is coupled with constant strengths $0.3$ and $0.5\ \mathrm{eV\,nm^{-1/2}}$ inside the wells. These are round model parameters. The shift is $0.046403$ eV, and

$$E_r=3+0.046403=3.046403\ \mathrm{eV}=4.88088\times10^{-19}\ \mathrm J,$$

$$\Gamma_r=\frac{0.0054281\ \mathrm{eV}}{1.019912}=0.0053221\ \mathrm{eV}=8.527\times10^{-22}\ \mathrm J .$$

The nearest threshold is about $2$ eV away, which is several hundred widths. In a window of $\pm20\,\Gamma_r$ the resonant part of the sum rises by $3.0897$ rad, while (13) gives $3.0916$ rad. The background sum changes by $-0.0807$ rad, so the full rise is $3.0897-0.0807=3.0090$ rad. The largest difference between the resonant part and (12) in this window is $0.0078$ rad.

The shape of that difference agrees with (14). At $E-E_r=\pm0.5\,\Gamma_r$, where $y^2/(1+y^2)=1/2$, it is $0.0034$ rad on both sides. At $\pm\Gamma_r$, where the factor is $4/5$, it is $0.0055$ rad. Both values imply a plateau of about $0.0069$ rad and hence

$$K\simeq-\frac{2(0.0069)}{0.00532\ \mathrm{eV}}\simeq-2.6\ \mathrm{eV}^{-1}.$$

With this value, (15) predicts that the pole lies above $E_r$ by $2.6(0.00532)^2/4\simeq1.8\times10^{-5}$ eV. The computed pole has real part $3.046421$ eV, which is higher than $E_r$ by $1.8\times10^{-5}$ eV. Halving both couplings reduces $\Gamma_r$ to $0.0014755$ eV and the largest error to $0.0020$ rad. The width falls to $0.28$ of its value and the largest error to $0.25$. Both are near a quarter, as expected when the width is quadratic in the coupling and the error is proportional to the width, but these two laws hold only to leading order in the coupling. In particular the largest error lies at the lower edge of the window, where terms beyond (14) raise it above the plateau.

The resonance adds to the eigenphase sum a phase $\delta_r$ that depends on the couplings only through the shift and the total width, and for an isolated resonance it takes the Breit-Wigner form. What remains is to find how this rise is shared among the individual eigenphases, and how to compute them.
